# Work function of a jellium slab: vacuum level and G=0 terms

**Question**

I am computing a jellium slab with plane waves and the LDA. The background has \(r_s=4\) bohr and thickness \(d=18\) bohr, and the slab repeats with period \(L\) along \(z\). My code sets the \(G=0\) coefficient of the electrostatic potential to zero. The Fermi level then depends on the cell: I get \(-0.0916\), \(-0.0974\) and \(-0.1013\) hartree for \(L=40\), 60 and 90 bohr. Which of these gives the work function?

I understand that I should subtract \(E_F\) from a vacuum level, but I don't know which potential to read it from. At \(L=40\) bohr the total Kohn–Sham potential is still bending in the middle of the vacuum. And if the \(G=0\) term is arbitrary, may I also drop it from the exchange-correlation potential?

**Answer**

None of your Fermi levels is a work function by itself. Read the vacuum level from the electrostatic potential in mid-vacuum, and keep the average of the exchange-correlation potential. The reasons follow, in Hartree atomic units, with every potential written as the potential energy of an electron.

**What has to be subtracted**

The background density is \(n_+(z)=n_0\) for \(|z|<d/2\) and zero outside, with \(n_0=3/(4\pi r_s^3)=0.00373\) bohr\(^{-3}\). The slab is neutral, mirror symmetric and unpolarized in spin. Motion along the surface is free, so the states have energy \(\varepsilon_j+k^2/2\), where

\[
\left[-\tfrac12\frac{d^2}{dz^2}+v_{es}(z)+v_{xc}(z)\right]\psi_j=\varepsilon_j\psi_j .
\]

Here \(v_{es}\) contains the background and Hartree parts. Subband \(j\) is filled up to \(k_j^2=2(E_F-\varepsilon_j)\). With two spins it holds

\[
f_j=\frac{2\,\pi k_j^2}{(2\pi)^2}=\frac{E_F-\varepsilon_j}{\pi}
\]

electrons per unit area, so \(n(z)=\sum_j f_j|\psi_j(z)|^2\). Neutrality, \(\sum_j f_j=n_0d\), gives for \(N\) occupied subbands

\[
E_F=\frac{1}{N}\Big(\pi n_0d+\sum_{j=1}^{N}\varepsilon_j\Big).
\]

The work function is the energy needed to take an electron from the slab to rest in the field-free vacuum outside. To see that \(E_F\) is the right energy for the electron inside, let the number of electrons per area, \(\mathcal N=\sum_jf_j\), change at fixed background. Write \(v=v_{es}+v_{xc}\). The sum of the occupied energies per area is

\[
B=\sum_j\left(f_j\varepsilon_j+\tfrac{\pi}{2}f_j^2\right),
\]

where the second term is the in-plane kinetic energy \(\int_0^{E_F-\varepsilon_j}(e/\pi)\,de\). First-order perturbation theory gives \(\delta\varepsilon_j=\int|\psi_j|^2\delta v\,dz\), and \(\varepsilon_j+\pi f_j=E_F\). Hence

\[
\delta B=\sum_j(\varepsilon_j+\pi f_j)\,\delta f_j+\sum_jf_j\,\delta\varepsilon_j
=E_F\,\delta\mathcal N+\int n\,\delta v\,dz .
\]

The kinetic energy is \(T=B-\int vn\,dz\), so \(\delta T=E_F\,\delta\mathcal N-\int v\,\delta n\,dz\). The electrostatic and exchange-correlation energies together change by \(+\int v\,\delta n\,dz\). The integrals cancel, leaving \(\delta E=E_F\,\delta\mathcal N\). Removing an electron therefore costs \(-E_F\), and placing it at rest outside adds the vacuum level:

\[
W=V_{vac}-E_F .
\]

Since \(v_{xc}\) vanishes with the density in the LDA, \(V_{vac}\) is the value that \(v_{es}\) approaches outside.

**Why the constant in \(v_{es}\) cancels**

For an electron, Poisson's equation reads

\[
v_{es}''(z)=-4\pi\rho(z),\qquad \rho=n-n_+ .
\]

Electrons raise the potential energy of another electron, and the background lowers it. Each Fourier component obeys \(-G^2v_{es}(G)=-4\pi\rho(G)\), hence

\[
v_{es}(G)=\frac{4\pi\rho(G)}{G^2},\qquad G\ne0 .
\]

At \(G=0\) the equation is \(0\cdot v_{es}(0)=4\pi\rho(0)\). Neutrality makes the right side zero, so the equation can be satisfied, but it does not determine \(v_{es}(0)\). That coefficient is a free constant.

Add a constant \(C\) to \(v_{es}\). The orbitals stay the same and every \(\varepsilon_j\) becomes \(\varepsilon_j+C\). The formula for \(E_F\) then gives \(E_F+C\). The differences \(E_F-\varepsilon_j\) are unchanged, and so are the occupations, the density and \(v_{xc}\). The shifted solution is again self-consistent, and

\[
(V_{vac}+C)-(E_F+C)=V_{vac}-E_F .
\]

**Why your Fermi level moves with the cell**

Setting the average of \(v_{es}\) to zero ties the zero of energy to the amount of vacuum in the cell. To find where this puts the plateau, integrate \(z^2v_{es}''\) over the cell by parts twice:

\[
\int_{-L/2}^{L/2}z^2v_{es}''\,dz
=\big[z^2v_{es}'\big]-2\big[z\,v_{es}\big]+2\int_{-L/2}^{L/2}v_{es}\,dz .
\]

Mirror symmetry and periodicity make \(v_{es}'(\pm L/2)=0\), so the first bracket vanishes. The second is \(L\,v_{es}(L/2)\), because \(v_{es}\) has the same value at both ends. The last integral is \(L\langle v_{es}\rangle\). By Poisson's equation the left side equals \(-4\pi M\), with \(M=\int z^2\rho\,dz\). Therefore

\[
v_{es}(L/2)-\langle v_{es}\rangle=\frac{2\pi M}{L}.
\]

The second moment \(M\) is dimensionless. It is positive here: the electron distribution is wider than the background. Once the vacuum is wide enough for \(M\) to have settled, the plateau moves as \(1/L\), and \(E_F\) moves with it.

For \(L=60\) bohr the computed moment is \(M=0.11207\), so the plateau lies at \(2\pi(0.11207)/60=0.01174\) hartree. The periodic cells here are sampled only at zero wavevector along \(z\). The three cells give, in hartree:

| \(L\) (bohr) | plateau | \(E_F\) | \(W\) |
|---|---|---|---|
| 40 | 0.01763 | −0.09157 | 0.10920 |
| 60 | 0.01174 | −0.09742 | 0.10916 |
| 90 | 0.00782 | −0.10133 | 0.10916 |

For \(L=60\) bohr the subtraction is \(0.01174-(-0.09742)=0.10916\) hartree. The Fermi level changes by about 0.01 hartree across the table, while \(W\) changes by less than 0.0001 hartree. The value at \(L=40\) bohr exceeds the value at \(L=90\) bohr by less than 0.00005 hartree.

Two other choices of constant confirm the cancellation. With 0.25 hartree added to \(v_{es}\) at \(L=60\) bohr, the plateau is 0.26174 and \(E_F\) is \(+0.15258\) hartree. The Fermi level is now positive, yet the difference is still 0.10916 hartree.

The second choice is an isolated slab, with

\[
v_{es}(z)=-2\pi\int|z-z'|\,\rho(z')\,dz' .
\]

This satisfies Poisson's equation because \(d^2|z|/dz^2=2\delta(z)\). To the right of all the charge it equals \(-2\pi\left(z\int\rho\,dz'-\int z'\rho\,dz'\right)\), which is zero for a neutral slab without a dipole. Now \(V_{vac}=0\), and \(E_F=-0.10916\) hartree is minus the work function.

The isolated slab also allows a check that uses no plateau. Adding and removing \(10^{-5}\) electrons per bohr\(^2\) at fixed background, and taking the central difference of the total energies, gives \(W=-dE/d\mathcal N=0.10915\) hartree.

**Why the average of \(v_{xc}\) must stay**

The LDA potential is a definite function of the local density, with \(v_{xc}=0\) at \(n=0\). Its average over the cell is therefore fixed. Suppose you delete it. The Hamiltonian is shifted by \(-\langle v_{xc}\rangle\), so the density and \(v_{es}\) are unchanged, but the Fermi level becomes \(E_F-\langle v_{xc}\rangle\). Subtracting this from the plateau of \(v_{es}\) gives

\[
W_{wrong}=V_{vac}-E_F+\langle v_{xc}\rangle=W+\langle v_{xc}\rangle .
\]

At \(L=60\) bohr this is \(0.10916-0.07420=0.03496\) hartree, and at \(L=90\) bohr it is 0.05968 hartree. The error falls only as \(1/L\) in a wide cell, because \(\langle v_{xc}\rangle\) is a nearly fixed integral divided by \(L\). The shift would be harmless if the vacuum reference were shifted too. The fault lies in shifting the eigenvalues and leaving the reference where it was.

**Why the total potential is still bending**

Let \(x\) be the distance from the edge of the background, in the vacuum of an isolated slab. Far out, the Kohn–Sham equation becomes \(\psi_j''=2(V_{vac}-\varepsilon_j)\psi_j\), whose decaying solution is

\[
\psi_j\sim e^{-\kappa_jx},\qquad \kappa_j=\sqrt{2(V_{vac}-\varepsilon_j)} .
\]

The highest occupied subband decays most slowly. Its bottom \(\varepsilon_{top}\), not \(E_F\), enters here, because the energy of motion along the surface does not help the electron to penetrate the vacuum. Writing \(\kappa\) for this subband's constant, the density falls as \(e^{-2\kappa x}\).

In this slab three subbands are occupied, and \(\varepsilon_{top}=-0.13887\) hartree relative to the vacuum. This gives \(2\kappa=2\sqrt{2(0.13887)}=1.054\) bohr\(^{-1}\). Using \(E_F\) instead would give 0.934 bohr\(^{-1}\). The computed density decays at 1.061 bohr\(^{-1}\) between \(x=16\) and 22 bohr, which supports the subband value.

For the electrostatic potential, integrate Poisson's equation inward from the vacuum, where both \(v_{es}-V_{vac}\) and its slope vanish:

\[
v_{es}(x)-V_{vac}=-4\pi\int_x^\infty(x'-x)\,n(x')\,dx' .
\]

Differentiating twice returns \(-4\pi n(x)\), as required. For an exponential density, set \(s=x'-x\) and use \(\int_0^\infty s\,e^{-2\kappa s}ds=1/(2\kappa)^2\):

\[
v_{es}(x)-V_{vac}\simeq-\frac{4\pi n(x)}{(2\kappa)^2}.
\]

So \(v_{es}\) reaches its plateau at the same exponential rate as the density vanishes.

The LDA potential behaves differently. The exchange energy per volume is \(-\tfrac34(3/\pi)^{1/3}n^{4/3}\), and its derivative with respect to \(n\) is

\[
v_x=-\left(\frac{3n}{\pi}\right)^{1/3}.
\]

The Perdew–Wang correlation energy per electron used here tends to \(-c/r\) at low density, where \(c>0\) is a constant and \(r=(3/4\pi n)^{1/3}\) is the local density parameter. The correlation energy per volume is then also proportional to \(n^{4/3}\), and its derivative to \(n^{1/3}\). Both parts give

\[
v_{xc}\propto-n^{1/3}\sim-e^{-2\kappa x/3}.
\]

The computed decay rate of \(v_{xc}\) is 0.328 of the density's rate between \(x=16\) and 22 bohr, close to one third. The potentials relative to the vacuum, in hartree, are:

| \(x\) (bohr) | \(v_{es}\) | \(v_{xc}\) | \(-1/(4x)\) |
|---|---|---|---|
| 5 | −2.4×10⁻⁴ | −0.040 | −0.050 |
| 10 | −1.2×10⁻⁶ | −0.0080 | −0.025 |
| 20 | −3.0×10⁻¹¹ | −0.00026 | −0.0125 |

The electrostatic potential is within 0.001 hartree of the vacuum level at \(x=3.6\) bohr. The LDA potential needs 16.1 bohr. At \(L=40\) bohr, mid-vacuum is only \((40-18)/2=11\) bohr from each edge, which is why you still see the total potential bending.

Reading the vacuum level from the total potential there gives

\[
W+v_{xc}(L/2)=0.1092-0.0085=0.1007\ \text{hartree},
\]

which is 8% below the \(W\) of the same cell. The tails of neighbouring slabs overlap at this point, so the size of the error depends on the sampling along \(z\); 8% is the value for zero wavevector only. At \(L=60\) bohr the corresponding error is 0.3%. It disappears as the vacuum grows, but the electrostatic plateau is usable much sooner.

The LDA decay is slow only in comparison with \(n\) and \(v_{es}\). The last column of the table is the classical image energy. An electron at distance \(x\) from a flat perfect conductor is attracted by its image at distance \(2x\) with force \(1/(2x)^2\), and \(\int_x^\infty dx'/(4x'^2)=1/(4x)\). The LDA has no such power-law tail: its potential depends on the local density and dies exponentially with it.

**What the number means**

For this slab \(W=0.109\) hartree, or 2.97 eV, within the jellium model and the LDA. It is not yet the value for a thick metal. A slab with \(d=24\) bohr gives 0.1086 hartree, only 0.5% lower, but this closeness does not show convergence. \(W\) is not monotonic in the thickness: at \(d=21\) bohr, where a fourth subband is already occupied, it is 0.1035 hartree, 5% below the value at 18 bohr. The thickness must be converged separately from the vacuum width, with more than two values.

The recipe also needs the two conditions assumed at the start. A charged slab has an electric field outside and therefore no plateau. A slab with a dipole has different vacuum levels on its two sides, and a periodic potential must then slope through the vacuum to join them. In that case the mid-vacuum value is not the vacuum level of either face.

The numerical check below covers the tabulated cells, the conventions, the total energies, the decay rates and the slab with \(d=24\) bohr.

## Values computed for the example and the checks

```
r_s = 4.0 bohr, n0 = 0.003730 bohr^-3
thickness d = 18.0 bohr, G_max = 8.0 bohr^-1
Zero-average v_es; energies in hartree:
L = 40 bohr: plateau 0.017633, E_F -0.091567
  W = 0.109200, second moment = 0.11225 bohr^-0 x 1
  v_xc(mid) = -0.008544, W from total v = 0.100656
L = 60 bohr: plateau 0.011736, E_F -0.097419
  W = 0.109155, second moment = 0.11207 bohr^-0 x 1
  v_xc(mid) = -0.000284, W from total v = 0.108871
L = 90 bohr: plateau 0.007824, E_F -0.101331
  W = 0.109155, second moment = 0.11207 bohr^-0 x 1
  v_xc(mid) = -0.000002, W from total v = 0.109153
Other conventions (hartree):
offset 0.25, L = 60: plateau 0.261736, E_F 0.152581, W 0.109155
isolated slab: plateau 0.0e+00 (magnitude), E_F -0.109155, W 0.109155
W with G_max = 6.0 bohr^-1: 0.109155 hartree
W (L = 90 bohr) = 2.9703 eV
W from total energies = 0.109154 hartree (charge step 1e-05 bohr^-2)
W with the G=0 term of v_xc deleted (hartree):
L = 60 bohr: 0.034955, average v_xc -0.074200
L = 90 bohr: 0.059680, average v_xc -0.049475
occupied subbands: 3, top bottom -0.138866 hartree
2 kappa: top subband 1.0540, from E_F 0.9345 bohr^-1
decay rates for x = 16 to 22 bohr (bohr^-1):
  n 1.0607, v_es 1.0594, v_xc 0.3480
  ratios to n: v_es 0.9988, v_xc 0.3281
x (bohr), n (bohr^-3), then v_es, v_xc, -1/(4x) (hartree):
  5: 2.04e-05, -2.41e-04, -4.00e-02, -5.00e-02
  10: 1.10e-07, -1.22e-06, -8.02e-03, -2.50e-02
  15: 5.34e-10, -5.94e-09, -1.46e-03, -1.67e-02
  20: 2.63e-12, -2.96e-11, -2.58e-04, -1.25e-02
within 0.001 hartree of vacuum: v_es at x = 3.61 bohr, v_xc at x = 16.10 bohr
thickness 24.0 bohr, L = 66 bohr: W = 0.108636 hartree
```
